\section*{Cavity Damping and Frequency Shift of a One-Electron Cyclotron Oscillator}

\section{Problem}

A single electron, with charge $q=-e$ and mass $m$, is held at the centre of a closed cylindrical metal cavity of radius $a$ and length $L$. A uniform magnetic field of magnitude $B$ along the cylinder axis makes it circle at the cyclotron frequency $\omega_c=eB/m$. The orbit is much smaller than a wavelength and the speed is much smaller than $c$. The frequency $\omega_c$ lies near the frequency $\omega_M$ of a cavity mode with azimuthal number 1. This mode is a degenerate pair, whose electric fields at the centre point along $x$ and $y$. Wall losses drain its energy at the rate $\Gamma=\omega_M/Q$.

\begin{enumerate}
\item[(a)] Find the strength of the normalized mode function at the centre, for TE and for TM modes.
\item[(b)] Derive the equation for the complex frequency of the coupled cyclotron motion.
\item[(c)] For weak coupling near resonance, find the damping rate and the frequency shift. State when the result holds.
\item[(d)] The $g$-factor is obtained from the measured cyclotron frequency and the measured anomaly frequency, which is that of a simultaneous spin flip and cyclotron step. Find the bias caused by the mode.
\item[(e)] Evaluate the results for $a=3$ mm, $L=4$ mm, $Q=2000$ and the mode TE$_{121}$, at resonance, half a linewidth above it, and 500 MHz above it.
\item[(f)] Examine what the other modes do: the nearest neighbours in this cavity, and the sum over modes in a large one.
\end{enumerate}

Shifts due to the electrostatic trap field, including static image charges, and relativistic shifts are separate corrections and are omitted. Thermal photons are neglected.

\section{Solution}

\subsection{(a) Strength of the mode at the centre}

Let $\psi=J_1(k_t\rho)\cos\phi$, which satisfies $\nabla_t^2\psi=-k_t^2\psi$ in the transverse plane. Put $\zeta=k_z(z+L/2)$, $k_z=p\pi/L$ and $k^2=k_t^2+k_z^2=\omega_M^2/c^2$. Up to a constant, the fields of one polarization are
\begin{align}
\text{TE:}\quad &\mathbf E=(\nabla_t\psi\times\hat{\mathbf z})\sin\zeta,\\
\text{TM:}\quad &\mathbf E=-\frac{k_z}{k_t^2}\nabla_t\psi\,\sin\zeta+\hat{\mathbf z}\,\psi\cos\zeta .
\end{align}
Both have zero divergence. Their tangential components vanish on the end plates because $\sin\zeta=0$ there. On the side wall, TE modes need $\partial_\rho\psi=0$, so $k_ta=x'$ with $J_1'(x')=0$. TM modes need $\psi=0$, so $k_ta=x$ with $J_1(x)=0$. At the centre $\sin\zeta=\sin(p\pi/2)$, so a transverse field exists there for odd $p$, which is assumed from here on.

Normalization requires the integral of $J_1^2$. With $y=J_1(s)$, Bessel's equation is $s(sy')'+(s^2-1)y=0$. Multiplying by $2y'$ gives
\begin{equation}
\frac{d}{ds}(sy')^2+(s^2-1)\frac{d}{ds}y^2=0 .
\end{equation}
Integrating from 0 to $X$, the second term by parts, and using $y(0)=0$,
\begin{equation}
\int_0^X s\,J_1^2\,ds=\tfrac12\left[X^2J_1'(X)^2+(X^2-1)J_1(X)^2\right].
\end{equation}
Hence $S=\int\psi^2\,dA=(\pi/k_t^2)\int_0^{k_ta}sJ_1^2\,ds$ takes the values
\begin{equation}
S_{\rm TE}=\frac{\pi}{2k_t^2}(x'^2-1)J_1(x')^2,\qquad
S_{\rm TM}=\frac{\pi a^2}{2}J_0(x)^2 ,
\end{equation}
where $J_1'(x)=J_0(x)-J_1(x)/x=J_0(x)$ was used for TM. Integration by parts gives $\int|\nabla_t\psi|^2dA=k_t^2S$, since the boundary term contains $\psi\,\partial_\rho\psi=0$. The averages of $\sin^2\zeta$ and $\cos^2\zeta$ over the length are $1/2$, so
\begin{equation}
\int|\mathbf E|^2dV=\frac L2k_t^2S_{\rm TE}\quad\text{(TE)},\qquad
\frac L2\left(\frac{k_z^2}{k_t^2}+1\right)S_{\rm TM}=\frac{Lk^2}{2k_t^2}S_{\rm TM}\quad\text{(TM)}.
\end{equation}
Near the axis $\psi\simeq k_tx/2$, so $|\nabla_t\psi|=k_t/2$ at the centre. There $|\mathbf E|^2$ is $k_t^2/4$ for TE and $k_z^2/(4k_t^2)$ for TM. Dividing by the integrals gives the squared central strength $u^2$ of the mode function $\mathbf u$ normalized by $\int|\mathbf u|^2dV=1$:
\begin{equation}
u^2_{\rm TE}=\frac{x'^2}{\pi a^2L(x'^2-1)J_1(x')^2},\qquad
u^2_{\rm TM}=\frac{k_z^2}{k^2\,\pi a^2L\,J_0(x)^2}.
\label{eq:u2}
\end{equation}

The magnetic field of the mode is proportional to $\nabla\times\mathbf E$. For TE its transverse part contains $\cos\zeta$, which vanishes at the centre for odd $p$, and its axial part is proportional to $\psi$, which vanishes on the axis. The TM field also has no curl at the centre: the axial part is zero because $\nabla_t\times\nabla_t\psi=0$, and both contributions to the transverse part contain $\cos\zeta$. The spin therefore has no direct magnetic coupling to the mode at this point.

\subsection{(b) Coupled equations of motion}

In the Coulomb gauge the transverse field follows from $\nabla^2\mathbf A-\ddot{\mathbf A}/c^2=-\mu_0\mathbf J_T$, where $\mathbf J_T$ is the transverse current. Write the part of $\mathbf A$ in the mode pair as $a_x(t)\mathbf u_x+a_y(t)\mathbf u_y$, with $\mathbf u_x=u\hat{\mathbf x}$ and $\mathbf u_y=u\hat{\mathbf y}$ at the centre. Project the wave equation on $\mathbf u_j$, and use $\nabla^2\mathbf u_j=-(\omega_M^2/c^2)\mathbf u_j$ and $\mu_0c^2=1/\varepsilon_0$. The point current $q\mathbf v$ then gives
\begin{equation}
\ddot a_j+\Gamma\dot a_j+\omega_M^2a_j=\frac{q u}{\varepsilon_0}v_j,\qquad j=x,y .
\label{eq:mode}
\end{equation}
The term $\Gamma\dot a_j$ has been added to represent wall loss. In a normal metal with the ordinary skin effect, the surface resistance and reactance are equal, so the walls that cause this loss also lower the mode frequency by about $\Gamma/2$. Neglecting thermal photons near 100 GHz requires walls at about 1 K or colder. Pure metals are then in the anomalous skin regime, where the reactance is roughly $\sqrt3$ times the resistance and the shift is larger in proportion; losses through holes or slits obey no such rule. Here $\omega_M$ means the actual mode frequency, with any such shift included, and detunings are measured from it. For $\Gamma\ll\omega_M$ a free mode amplitude decays as $e^{-\Gamma t/2}$ and its energy as $e^{-\Gamma t}$.

The electric field at the electron is $E_j=-u\dot a_j$. Let the magnetic field point along $-z$. Then $q\mathbf v\times\mathbf B=eB\,\mathbf v\times\hat{\mathbf z}=eB(v_y,-v_x,0)$, and
\begin{equation}
\dot v_x=\omega_cv_y-\frac{qu}{m}\dot a_x,\qquad
\dot v_y=-\omega_cv_x-\frac{qu}{m}\dot a_y .
\end{equation}
With $v_+=v_x+iv_y$ and $a_+=a_x+ia_y$, the second equation times $i$ plus the first gives
\begin{equation}
\dot v_+=-i\omega_cv_+-\frac{qu}{m}\dot a_+ .
\end{equation}
Equation~\eqref{eq:mode} holds for $a_+$ with source $v_+$. For motion proportional to $e^{-i\omega t}$ the two equations become
\begin{align}
(\omega-\omega_c)v_+&=-\omega\frac{qu}{m}a_+,\\
(\omega_M^2-\omega^2-i\omega\Gamma)a_+&=\frac{qu}{\varepsilon_0}v_+ .
\end{align}
Eliminating $a_+$ and defining
\begin{equation}
\lambda^2=\frac{e^2u^2}{\varepsilon_0m}
\end{equation}
gives the frequency condition within this model:
\begin{equation}
\omega-\omega_c=\frac{\omega\lambda^2}{\omega^2+i\omega\Gamma-\omega_M^2}.
\label{eq:disp}
\end{equation}
No rotating-wave approximation was made. The degenerate pair keeps the system symmetric under rotation about the axis, so $v_+$ and $a_+$ form a closed pair of equations, separate from those for the opposite sense of rotation.

\subsection{(c) The two Lorentzians}

Let $\Delta=\omega_c-\omega_M$. For a small pull, replace $\omega$ by $\omega_c$ on the right of \eqref{eq:disp}. The denominator becomes
\begin{equation}
\omega_c^2-\omega_M^2+i\omega_c\Gamma=2\omega_c\left(\Delta+\frac{i\Gamma}{2}\right)-\Delta^2 .
\label{eq:den}
\end{equation}
The last term is at most a fraction $|\Delta|/(2\omega_c)$ of the first in magnitude, and is dropped near resonance. With $\delta=2\Delta/\Gamma$,
\begin{equation}
\omega-\omega_c=\frac{\lambda^2/2}{\Delta+i\Gamma/2}=\frac{\lambda^2}{\Gamma}\,\frac{1}{\delta+i}
=\frac{\lambda^2}{\Gamma}\,\frac{\delta-i}{1+\delta^2}.
\end{equation}
Write $\omega=\omega_c+\Delta\omega-i\gamma/2$. The velocity then decays as $e^{-\gamma t/2}$, so $\gamma$ is the decay rate of the kinetic energy. Equating real and imaginary parts,
\begin{equation}
\boxed{\;\gamma=\frac{\gamma_M}{1+\delta^2},\qquad
\Delta\omega=\frac{\gamma_M}{2}\,\frac{\delta}{1+\delta^2},\qquad
\gamma_M=\frac{2\lambda^2}{\Gamma}\;}
\label{eq:lor}
\end{equation}

The damping is absorptive: energy passes from the electron to the mode and then to the walls. The shift is dispersive: the force from the mode field has a component parallel to the electron's acceleration for $\omega_c>\omega_M$ and opposite to it for $\omega_c<\omega_M$, which changes the effective inertia. The shift is upward for $\omega_c>\omega_M$ and downward for $\omega_c<\omega_M$, so the mode repels the cyclotron frequency. Since
\begin{equation}
\frac{d}{d\delta}\frac{\delta}{1+\delta^2}=\frac{1-\delta^2}{(1+\delta^2)^2},
\end{equation}
the extreme shifts $\pm\gamma_M/4$ occur at $\delta=\pm1$. For $\Gamma\ll|\Delta|\ll\omega_M$, the damping falls as $1/\delta^2$ but the shift falls as $1/\delta$. Detuning therefore suppresses the damping faster than the shift. The ratio
\begin{equation}
\frac{\Delta\omega}{\gamma}=\frac{\delta}{2}
\label{eq:ratio}
\end{equation}
converts a damping rate into this mode's part of the shift when the detuning in half-linewidths is known and this mode dominates the damping.

Replacing $\omega$ by $\omega_c$ requires the pull to be small compared with $|\Delta+i\Gamma/2|$. Their ratio is
\begin{equation}
\frac{\lambda^2/2}{\Delta^2+\Gamma^2/4}\le\frac{2\lambda^2}{\Gamma^2}=\frac{\gamma_M}{\Gamma},
\end{equation}
so $\gamma_M\ll\Gamma$ suffices. To see what happens otherwise, set $\Delta=0$ but keep the pull $s=\omega-\omega_c$ in the near-resonant denominator:
\begin{equation}
s\left(s+\frac{i\Gamma}{2}\right)=\frac{\lambda^2}{2}
\quad\Rightarrow\quad
s=-\frac{i\Gamma}{4}\pm\frac{\Gamma}{2}\sqrt{\frac{\gamma_M}{\Gamma}-\frac14}.
\end{equation}
For $\gamma_M<\Gamma/4$ both roots are imaginary. Well below this threshold one belongs mainly to the electron and the other mainly to the mode; as the threshold is approached, both become equal mixtures. For $\gamma_M>\Gamma/4$ there are two distinct oscillation frequencies, so the motion is not a single damped oscillation, although damping can still merge the two into one peak in the response. Energy can then return from the mode to the electron, but the returning part is appreciable only when $\gamma_M$ is well above $\Gamma$; closer to the threshold the walls absorb nearly all of it first. The numerical roots of \eqref{eq:disp}, taken with $\Gamma/\omega_M=10^{-3}$, show a splitting of $0.0001\,\Gamma$ at $\gamma_M/\Gamma=0.2$ and $0.2236\,\Gamma$ at $0.3$; the near-resonant formula gives zero and $\sqrt{0.05}\,\Gamma$.

\subsection{(d) Bias of the g-factor}

In the quantum description, the cyclotron motion and the mode are two coupled oscillators with lowering operators $b_1$ and $b_2$. Near resonance, with mode loss included as an imaginary frequency, the effective Hamiltonian is $\hbar\sum_{ij}b_i^\dagger h_{ij}b_j$ with
\begin{equation}
h=\begin{pmatrix}\omega_c&\lambda/\sqrt2\\ \lambda/\sqrt2&\omega_M-i\Gamma/2\end{pmatrix}.
\end{equation}
Its eigenvalue condition, $(\omega-\omega_c)(\omega-\omega_M+i\Gamma/2)=\lambda^2/2$, is the near-resonant form of \eqref{eq:disp}; this fixes the off-diagonal element. Because the Hamiltonian is quadratic, $n$ quanta in one eigenmode of $h$ have $n$ times its complex frequency. Successive cyclotron steps are thus pulled equally, and the measured step is $\omega_c'=\omega_c+\Delta\omega$.

The spin frequency is $\omega_s=(g/2)\omega_c$, with $g$ taken positive. By part (a) the mode does not pull it at this order. The anomaly transition joins spin up with $n=0$ to spin down with $n=1$, so its frequency is $\omega_a'=\omega_s-\omega_c'$. The value inferred from the two measurements is
\begin{equation}
\left(\frac g2\right)_{\rm app}=1+\frac{\omega_a'}{\omega_c'}=\frac{\omega_s}{\omega_c'}
=\frac g2\,\frac{\omega_c}{\omega_c+\Delta\omega}.
\end{equation}
Subtracting $g/2$ gives the bias
\begin{equation}
\boxed{\;\left(\frac g2\right)_{\rm app}-\frac g2=-\frac g2\,\frac{\Delta\omega}{\omega_c+\Delta\omega}\simeq-\frac g2\,\frac{\Delta\omega}{\omega_c}\;}
\label{eq:bias}
\end{equation}
For an electron tuned above the mode, this mode's contribution lowers the inferred $g$. The correction to be added to the inferred value has the opposite sign to the bias.

\subsection{(e) Numerical values}

For TE$_{121}$ the root is $x'=5.33144$, so
\begin{equation}
k=\sqrt{\left(\frac{5.33144}{3\times10^{-3}\,\mathrm m}\right)^2+\left(\frac{\pi}{4\times10^{-3}\,\mathrm m}\right)^2}=1943\ \mathrm{m^{-1}},
\end{equation}
and $\omega_M=ck=5.825\times10^{11}$ rad/s, or 92.71 GHz, for ideal walls. Resonance at this frequency needs $B=3.312$ T. If all the loss came from the ordinary skin effect, the wall shift of about $-\Gamma/2$, or $-23$ MHz, would lower this field to 3.311 T; with the anomalous skin effect it would be nearer $-40$ MHz. The value $Q=2000$ lies well below the skin-loss limit of copper walls for this mode, above $10^4$, so in a real cavity with this $Q$ the shift has to be measured. It is neglected in the numbers below, where it changes the strengths and rates only by a fraction of order $1/Q$, but in an experiment the detuning must be measured from the actual mode frequency. The linewidth is $\Gamma=\omega_M/2000=2.912\times10^8\ \mathrm{s^{-1}}$, or 46.35 MHz in ordinary frequency.

Equation~\eqref{eq:u2} gives $u^2=7.650\times10^7\ \mathrm{m^{-3}}$, hence $\lambda^2=2.4345\times10^{11}\ \mathrm{s^{-2}}$ and
\begin{equation}
\gamma_M=\frac{2(2.4345\times10^{11})}{2.9124\times10^8}\ \mathrm{s^{-1}}=1672\ \mathrm{s^{-1}}.
\end{equation}
The ratio $\gamma_M/\Gamma=5.7\times10^{-6}$ is far below $1/4$, so the coupling is weak.

\emph{At resonance}, $\delta=0$: the damping is $1672\ \mathrm{s^{-1}}$, and this mode's contributions to the shift and bias vanish.

\emph{Half a linewidth above}, $\delta=1$: the damping is $1672/2=836\ \mathrm{s^{-1}}$. The shift is $1672/4=418$ rad/s, or 66.5 Hz. With $g/2=1.00116$ and $\omega_c=5.826\times10^{11}$ rad/s, the bias is
\begin{equation}
-1.00116\times\frac{418}{5.826\times10^{11}}=-7.18\times10^{-10}.
\end{equation}

\emph{At 500 MHz above}, $\delta=2(500)/46.353=21.57$ and $1+\delta^2=466.4$. Therefore
\begin{equation}
\gamma=\frac{1671.8}{466.4}\ \mathrm{s^{-1}}=3.58\ \mathrm{s^{-1}},\qquad
\Delta\omega=\frac{21.57}{2}\,(3.584)\ \mathrm{rad/s}=38.7\ \mathrm{rad/s},
\end{equation}
or 6.15 Hz. The bias is $-6.6\times10^{-11}$. Compared with the point $\delta=1$, the damping has dropped by a factor of about 230 but the shift by only about 11.

Diagonalizing the six real equations of motion at this last point gives $3.604\ \mathrm{s^{-1}}$ and 38.77 rad/s. Relative to the Lorentzian values these are higher by 0.54\% and 0.27\%. The term $-\Delta^2$ dropped from \eqref{eq:den} accounts for both. For $|\Delta|\gg\Gamma$ it multiplies the real part of the denominator by $1-\Delta/(2\omega_c)$. The shift contains this factor once in its denominator and the damping contains it twice, and $\Delta/(2\omega_c)=0.27\%$ here. The size of the damping correction depends on taking $\Gamma$ independent of frequency: a loss rate growing as $\sqrt\omega$ would add a further 0.27\% to the damping.

\subsection{(f) Other modes}

The nearest modes with a transverse electric field at the centre are TM$_{111}$ at 71.54 GHz and TE$_{113}$ at 116.17 GHz. Using \eqref{eq:disp} for each, with the same $Q$, their shifts at the 500 MHz point are $+0.20$ and $-0.36$ rad/s. Together they give $-0.17$ rad/s, or $-0.4\%$ of the main shift. This measures the effect of these two neighbours; it is not a bound on the rest of the spectrum. For example, TE$_{111}$ at 47.56 GHz is farther away but alone gives $+0.27$ rad/s, enough to reverse the sign of this partial sum.

The sum over many modes can be compared with free space. Larmor's formula for an orbit of speed $v$ gives the power $e^2\omega^2v^2/(6\pi\varepsilon_0c^3)$. Dividing by $mv^2/2$,
\begin{equation}
\gamma_{\rm free}=\frac{e^2\omega^2}{3\pi\varepsilon_0mc^3},
\end{equation}
which is $4.25\ \mathrm{s^{-1}}$ at $\omega_M$. The chosen mode enhances this 393 times at its peak.

For the damping averaged over a frequency range that contains many modes and is much wider than $\Gamma$, the area of $\gamma$ over mode frequency matters. At nearly constant $\Gamma$ it is $\gamma_M(\Gamma/2)\pi=\pi\lambda^2$ per pair. At large roots $J_1(x')^2\simeq2/(\pi x')$ and $J_0(x)^2\simeq2/(\pi x)$, so \eqref{eq:u2} becomes
\begin{equation}
u^2_{\rm TE}\simeq\frac{k_t}{2aL},\qquad u^2_{\rm TM}\simeq\frac{k_t}{2aL}\frac{k_z^2}{k^2}.
\end{equation}
Successive roots are spaced by $\pi/a$ in $k_t$, and odd $p$ by $2\pi/L$ in $k_z$. With $k_t=k\sin\theta$ and $k_z=k\cos\theta$,
\begin{equation}
\sum u^2\simeq\frac{aL}{2\pi^2}\int\!\!\int\frac{k\sin\theta}{2aL}(1+\cos^2\theta)\,k\,dk\,d\theta
=\frac{1}{3\pi^2}\int k^2dk,
\label{eq:sum}
\end{equation}
since $\int_0^{\pi/2}\sin\theta(1+\cos^2\theta)\,d\theta=4/3$. Putting $k=\omega/c$ and multiplying the strength per unit frequency by $\pi e^2/(\varepsilon_0m)$ gives $\gamma_{\rm free}$. A direct sum over the modes of a large cavity agrees with the integrated Larmor rate within the 2\% tolerance of the test. The printed ratio, 1.0000, is closer than can be expected in general, because the spectrum is discrete: a single mode at the cutoff contributes up to about $3\times10^{-4}$ of the sum, and moving the cutoff changes the ratio by up to a few parts in $10^3$. This checks the factors in $\lambda^2$ and $\gamma_M$ together.

The shifts cannot be summed in the same way. A mode with $\omega_M\gg\omega$ follows the electron with $a_j\simeq quv_j/(\varepsilon_0\omega_M^2)$, and its reaction force is
\begin{equation}
-qu\dot a_j\simeq-m\frac{\lambda^2}{\omega_M^2}\dot v_j .
\end{equation}
This is an added mass $m\lambda^2/\omega_M^2$. By \eqref{eq:sum}, its sum is proportional to $\int dk$ and grows linearly with the cutoff; in the numerical sum it grows by a factor 2.007 when the cutoff is doubled. The observed mass already contains the free-space part, which must be subtracted before a many-mode shift has meaning. Equation~\eqref{eq:lor} supplies the resonant part due to the nearby mode. It is a good description of the cavity shift where that part dominates the subtracted remainder. For the cavity of part (e) with ideal walls, applying the same smooth cutoff to the sum over the other modes and to the free-space integral leaves about $+0.34$ rad/s at the 500 MHz point. This is 0.9\% of the main shift and opposite in sign to the sum over the two neighbours. At resonance the remainder is about $+0.37$ rad/s, a bias near $-6\times10^{-13}$. The numerical check checks numerically the mode strengths, the frequency condition and the Lorentzians against the equations of motion, the equal pulling of successive levels, the shifts from the two nearest neighbours, and the Larmor and added-mass sums.

\section*{Calculated quantities}
\begin{verbatim}
cavity radius: 3.0 mm
cavity length: 4.0 mm
quality factor Q: 2000
mode: TE121
transverse root x': 5.33144
mode frequency: 92.7055 GHz
mode angular frequency: 5.82486e+11 rad/s
magnetic field at resonance: 3.3118 T
mode damping rate Gamma: 2.9124e+08 1/s
mode linewidth Gamma/2pi: 46.353 MHz
u^2 at centre, closed form: 7.64950e+07 1/m^3
u^2 at centre, quadrature: 7.64950e+07 1/m^3
lambda^2: 2.4345e+11 1/s^2
peak damping gamma_M: 1671.82 1/s
gamma_M/Gamma: 5.740e-06
free-space damping at w_M: 4.252 1/s
gamma_M/free-space damping: 393.2
largest shift gamma_M/4: 417.96 rad/s
g/2 used: 1.001159652
-- point: resonance
detuning: 0.000 MHz
delta: 0.0000
damping, Lorentzian: 1671.8250 1/s
damping, equations of motion: 1671.8346 1/s
shift, Lorentzian: 0.0000 rad/s = 0.0000 Hz
shift, equations of motion: 0.0000 rad/s
bias of g/2: -0.000 x 1e-12
-- point: half width
detuning: 23.176 MHz
delta: 1.0000
damping, Lorentzian: 835.9125 1/s
damping, equations of motion: 836.0146 1/s
shift, Lorentzian: 417.9562 rad/s = 66.5198 Hz
shift, equations of motion: 417.9574 rad/s
bias of g/2: -718.194 x 1e-12
-- point: 500 MHz
detuning: 500.000 MHz
delta: 21.5737
damping, Lorentzian: 3.5843 1/s
damping, equations of motion: 3.6036 1/s
shift, Lorentzian: 38.6638 rad/s = 6.1535 Hz
shift, equations of motion: 38.7673 rad/s
bias of g/2: -66.275 x 1e-12
neighbour below: TM111, 71.541 GHz
its shift at the 500 MHz point: 0.1978 rad/s
neighbour above: TE113, 116.173 GHz
its shift at the 500 MHz point: -0.3637 rad/s
splitting/Gamma at gamma_M/Gamma=0.2: 0.0001
splitting/Gamma at gamma_M/Gamma=0.3: 0.2236
large-cavity mode sum/Larmor: 1.0000
mass-term growth, cutoff doubled: 2.0069
\end{verbatim}
